\section*{Competing monomer and dimer adsorption on a row of sites}

\section{Problem}

An infinite row of equivalent sites is empty at time $t=0$. Monomers land on single empty sites and dimers land on pairs of adjacent empty sites. The rate is $k$ for each empty site and also $k$ for each bond whose two sites are both empty. A landing that meets an occupied site fails. Nothing desorbs, moves or changes after it has landed. What share of the sites is finally covered by dimers?

The same question arises in atomic layer deposition when a precursor molecule can attach to one surface group or to two neighbouring groups. If each molecule brings one metal atom and loses one ligand per link, the answer fixes how many metal atoms and how many remaining ligands a saturated row carries.

\section{A tempting solution}

A long row of $N$ sites has $N$ bonds, apart from an end correction. Sites and bonds are tried at the same rate, so equal numbers of monomers and dimers should land, $N_1=N_2$. An empty site can always take a monomer, so the row ends up full:
\begin{equation}
N_1+2N_2=N \quad\Rightarrow\quad N_2=\frac N3,\qquad \frac{2N_2}{N}=\frac23 .
\end{equation}
Dimers would cover two thirds of the sites.

\section{Where it fails}

The row does fill, and the attempts are equally frequent. The successes are not. Let $P_n(t)$ be the probability that $n$ given consecutive sites are all empty. Per site of the row, monomers land at rate $kP_1$ and dimers at rate $kP_2$. An empty pair contains an empty site, so $P_2\le P_1$, and the two are equal only while both neighbours of every empty site are empty, which here means only at $t=0$. The count $N_1=N_2$ therefore describes the first instants, not the whole process. As the row fills, isolated empty sites appear, and these can accept monomers but not dimers.

One might repair the argument by treating neighbouring sites as independent, $P_2=P_1^2$. An empty site is lost to one monomer event or to either of two dimer events, so this assumption gives
\begin{equation}
\frac{dP_1}{dt}=-kP_1-2kP_1^2 .
\end{equation}
The monomer share $\theta_1$ grows as $d\theta_1/dt=kP_1$. Dividing the two rates gives $d\theta_1/dP_1=-1/(1+2P_1)$, and as $P_1$ falls from 1 to 0,
\begin{equation}
\theta_1=\int_0^1\frac{dP_1}{1+2P_1}=\tfrac12\ln 3 ,\qquad \theta_2=1-\tfrac12\ln3\approx0.451 .
\end{equation}
This is much closer to the truth than $2/3$, but it is still an approximation: each dimer fills two neighbours at once and so correlates them. The correlations have to be kept.

\section{The right solution}

\subsection{Equations for empty runs}

It costs nothing to allow different rates, $k_1$ per site and $k_2$ per bond. A run of $n$ empty sites can be destroyed in three ways:
\begin{itemize}
\item a monomer lands on one of its $n$ sites;
\item a dimer lands on one of its $n-1$ inner bonds;
\item a dimer lands across one of its two ends, which requires the site just outside that end to be empty as well.
\end{itemize}
In the third case $n+1$ consecutive sites must be empty, so
\begin{equation}
\frac{dP_n}{dt}=-\left[nk_1+(n-1)k_2\right]P_n-2k_2P_{n+1},\qquad P_n(0)=1 .
\label{eq:hier}
\end{equation}
Each equation contains the next unknown. To close the set, put $K=k_1+k_2$, so that the bracket equals $nK-k_2$, and try
\begin{equation}
P_n(t)=e^{-nKt}\varphi(t),\qquad \varphi(0)=1,
\end{equation}
with the same $\varphi$ for all $n$. Substitution gives
\begin{equation}
-nKe^{-nKt}\varphi+e^{-nKt}\varphi'
=-(nK-k_2)e^{-nKt}\varphi-2k_2e^{-(n+1)Kt}\varphi .
\end{equation}
The terms with $nK$ cancel. Dividing by $e^{-nKt}\varphi$ leaves an equation without $n$, which justifies the trial form:
\begin{equation}
\frac{\varphi'}{\varphi}=k_2-2k_2e^{-Kt}.
\end{equation}
Integrating from 0 to $t$,
\begin{equation}
P_n(t)=\exp\left[-nKt+k_2t-\frac{2k_2}{K}\left(1-e^{-Kt}\right)\right].
\label{eq:pn}
\end{equation}

Could the infinite set (\ref{eq:hier}) have another solution with the same start? Let $\delta_n$ be the difference of two solutions that are both probabilities, so $|\delta_n|\le1$ and $\delta_n(0)=0$. Writing $a_n=nK-k_2\ge0$, we have
\begin{equation}
\delta_n(t)=-2k_2\int_0^t e^{-a_n(t-s)}\delta_{n+1}(s)\,ds .
\end{equation}
The exponential is at most 1. Applying this relation $m$ times gives $|\delta_n(t)|\le(2k_2t)^m/m!$, which tends to zero as $m$ grows. The solution is unique.

As a numerical test, the full master equation was solved on a ring of 12 sites for $k_2/k_1=1$ and $2.5$, at $k_1t=0.3$ and $1$. For runs of one to four sites, the largest difference from (\ref{eq:pn}) was $1.8\times10^{-8}$.

\subsection{The final dimer share}

There is one bond per site, and each dimer covers two sites. Hence $d\theta_2/dt=2k_2P_2$. For equal rates, $k_1=k_2=k$ and $K=2k$, equation (\ref{eq:pn}) gives
\begin{equation}
P_2=\exp\left[-3kt-\left(1-e^{-2kt}\right)\right].
\end{equation}
Let $u=e^{-2kt}$. Then $e^{-3kt}=u^{3/2}$ and $dt=-du/(2ku)$, while $u$ runs from 1 down to 0. The minus sign reverses the limits:
\begin{equation}
\theta_2=2k\int_0^\infty P_2\,dt
=2k\int_0^1u^{3/2}e^{u-1}\frac{du}{2ku}
=\int_0^1\sqrt u\,e^{u-1}\,du .
\label{eq:int}
\end{equation}
Integrate by parts, and then set $u=s^2$, for which $\tfrac12u^{-1/2}du=ds$:
\begin{align}
\theta_2&=\left[\sqrt u\,e^{u-1}\right]_0^1-\frac12\int_0^1u^{-1/2}e^{u-1}\,du\\
&=1-\int_0^1e^{s^2-1}\,ds=1-D(1),
\end{align}
where $D(x)=e^{-x^2}\int_0^xe^{s^2}ds$ is Dawson's integral. No table of $D$ is needed. Expanding $e^u$ in (\ref{eq:int}) and integrating each power gives
\begin{equation}
\theta_2=\frac1e\sum_{j=0}^\infty\frac1{j!}\int_0^1u^{j+1/2}du
=\frac1e\sum_{j=0}^{\infty}\frac{1}{j!\,(j+3/2)} .
\end{equation}
All terms are positive, so the partial sums rise towards the answer. One, two, four, six and eight terms give 0.2453, 0.3924, 0.4586, 0.4618 and 0.4619. Therefore
\begin{equation}
\boxed{\theta_2=1-D(1)=0.4619}
\end{equation}
or about 46.2 percent of the sites. Since $P_1\to0$, monomers cover the remaining $D(1)=0.5381$. By number, dimers make up only 30 percent of the adsorbed molecules, where the tempting solution assumed one half.

\subsection{What the correlations do}

Equation (\ref{eq:pn}) gives $P_2/P_1=e^{-2kt}$ for equal rates. This is the probability that a chosen neighbour of an empty site is itself empty. It starts at 1 and decays, which is precisely the effect missed by the count $N_1=N_2$.

The independent-site estimate can be judged in the same way. From the exact probabilities,
\begin{equation}
\frac{P_2}{P_1^2}=\exp\left[1-e^{-2kt}-kt\right].
\end{equation}
For small $kt$ the exponent is $+kt$, so empty pairs are more frequent than for independent sites: dimers group the occupied sites and thereby leave more empty neighbours together. For large $kt$ the exponent is negative, and the surviving empty sites are more isolated than independent ones would be.

\section{A second route}

The result can be checked without any differential equation. Let $E_n$ be the mean final number of dimer-covered sites in an empty row of $n$ sites with closed ends. Its first event is equally likely to be any of $n$ monomer landings or $n-1$ dimer landings. Whichever occurs, it leaves two shorter empty rows. No later molecule can reach across the occupied part, so these rows fill independently.

A monomer on site $i$ leaves rows of $i-1$ and $n-i$ sites. A dimer on sites $i,i+1$ contributes two covered sites and leaves rows of $i-1$ and $n-i-1$. Summing over $i$, each remaining length appears twice:
\begin{equation}
(2n-1)E_n=2(n-1)+2\sum_{m=0}^{n-1}E_m+2\sum_{m=0}^{n-2}E_m,
\qquad E_0=E_1=0 .
\end{equation}
For $n=2$ this gives $E_2=2/3$. For $n=3$ it gives $5E_3=4+4/3$, so $E_3=1.0667$. In a long row, one more site adds $\theta_2$ to the mean. The increments $E_n-E_{n-1}$ are 0.4000 at $n=3$, 0.4593 at $n=5$ and 0.46193 at $n=8$, already close to $1-D(1)=0.46192$. A direct simulation of 100\,000 sites gave $0.4618\pm0.0017$, where the uncertainty is one standard error.

\section{Unequal rates and finite times}

For general rates let $q=k_2/K$ and $u=e^{-Kt}$. Then $e^{k_2t}=u^{-q}$ and $dt=-du/(Ku)$, and the same steps give
\begin{equation}
\theta_2=2q\int_0^1u^{1-q}e^{-2q(1-u)}\,du .
\label{eq:general}
\end{equation}
If dimers are rare, $q\to0$ and $\theta_2\to2q\int_0^1u\,du=q$. If they are much faster than monomers, $q\to1$ and
\begin{equation}
\theta_2\to2\int_0^1e^{-2(1-u)}du=1-e^{-2}.
\end{equation}
Even very fast dimers cannot cover the whole row, because they leave isolated vacancies. A small but nonzero monomer rate fills these later; if $k_1$ is strictly zero, they stay empty. At $k_2/k_1=1000$ the dimer share is 0.864.

For equal rates, a finite exposure can also be followed in closed form. Put $x=e^{-kt}$. The empty share is $P_1=xe^{x^2-1}$. With $s=e^{-kt'}$ as integration variable, $k\,dt'=-ds/s$, and
\begin{equation}
\theta_1(t)=k\int_0^tP_1\,dt'=\int_x^1e^{s^2-1}ds
=D(1)-e^{x^2-1}D(x).
\end{equation}
Since the three shares add to one,
\begin{equation}
\theta_2(t)=1-D(1)-e^{x^2-1}\left[x-D(x)\right].
\end{equation}
At late times the empty share falls as $e^{-1}e^{-kt}$, while $P_2$ falls as $e^{-1}e^{-3kt}$. The last part of the exposure therefore adds mainly monomers.

\section{Example: trimethylaluminium on hydroxyl rows}

Take a water-terminated Si(100)-(2$\times$1) surface with one hydroxyl group on each silicon surface dimer. To avoid confusion with those dimers, call the adsorbed species one-link and two-link. A one-link species has reacted with one hydroxyl and keeps two of the three methyl groups of trimethylaluminium; a two-link species has reacted with two neighbouring hydroxyls and keeps one.

With a silicon lattice parameter of 0.543 nm, the spacing along a row is 0.384 nm and each hydroxyl has an area of 0.2948 nm$^2$. Rough typical process values are 0.1 Torr, 473 K and a pulse of 0.1 s. For molecular mass $m$, the impingement flux is
\begin{equation}
J=\frac{p}{\sqrt{2\pi mk_{\mathrm B}T}}\approx1.9\times10^5\ \mathrm{nm^{-2}\,s^{-1}} .
\end{equation}
Assume a reaction probability of $10^{-3}$ for each of the two channels on an empty surface. Then
\begin{equation}
k\approx10^{-3}\times1.9\times10^5\times0.2948\approx56\ \mathrm{s^{-1}},
\end{equation}
and the pulse gives $kt\approx5.6$. The empty share is then only about 0.1 percent, and the two-link share has reached 0.462. At saturation,
\begin{align}
\text{Al per site}&=0.538+\tfrac12(0.462)=0.769,\\
\text{CH}_3\text{ per site}&=2(0.538)+\tfrac12(0.462)=1.307 .
\end{align}
Dividing by the area per site gives 2.61 aluminium atoms and 4.43 methyl groups per nm$^2$.

These are results of the model, not measurements. The equal rates, the reaction probability and the formation of both links in a single landing are assumptions, and a real surface can break several others. The changes below are made one at a time, with the remaining settings held fixed.

\begin{itemize}
\item \textbf{Unequal barriers.} At 473 K a barrier difference of 0.05 eV changes the rate ratio by a factor of 3.41. The two-link share becomes 0.69 if the two-link barrier is lower and 0.22 if it is higher.
\item \textbf{Crowding.} If one-link species can never sit side by side, the shares are 0.549 two-link, 0.275 one-link and 0.176 empty. The aluminium density falls to 1.86 per nm$^2$. The two species are now equal in number. Place one-link species at sites and two-link species at bond centres: like species then exclude each other up to one spacing, unlike species at half a spacing. Exchanging the two kinds changes nothing, so their numbers agree.
\item \textbf{Hydroxyl positions.} If hydroxyls lie at random on the two sides of the row and only those on the same side can be bridged, half the bonds are usable and the two-link share is 0.275. This still treats rows as isolated. Hydroxyls of neighbouring rows that face each other across the trench are only about 0.4 nm apart, similar to the spacing along a row. Links between them would raise this share and lie outside the one-dimensional model.
\item \textbf{Short rows.} A row of 20 sites, 7.7 nm long, has a share of 0.447. Its end sites belong to one bond instead of two.
\item \textbf{Later linking.} A one-link species may react with a neighbouring hydroxyl that is still free. For an assumed attempt rate of $10^{13}$ s$^{-1}$ and a barrier of 1.2 eV, this happens at 1.64 s$^{-1}$ per free neighbour, slow compared with $k$, and the simulated share rises only to about 0.48 (standard error 0.002). At 1.0 eV the rate is 221 s$^{-1}$ and the share reaches 0.825.
\end{itemize}

Later linking at 1.0 eV gives the largest shift of the two-link share among these cases. For the aluminium density, crowding matters more: it gives 1.86 per nm$^2$, against about 2.0 for later linking at 1.0 eV. The value of 46.2 percent thus requires more than equal landing rates: one-link species must also seldom react with a free neighbouring hydroxyl before another molecule takes it. The full set of values is in the numerical output below.

\section*{Calculated quantities}
\begin{verbatim}
Final share of sites under dimers, 1 - D(1): 0.461920 = 46.19 %
Final share of sites under monomers, D(1): 0.538080
Dimers as share of adsorbed molecules: 0.3003
Series for dimer share, 1 terms: 0.245253
Series for dimer share, 2 terms: 0.392405
Series for dimer share, 4 terms: 0.458584
Series for dimer share, 6 terms: 0.461843
Series for dimer share, 8 terms: 0.461919
Row of 2 sites: mean dimer-covered sites 0.666667, increment from 1 sites 0.666667
Row of 3 sites: mean dimer-covered sites 1.066667, increment from 2 sites 0.400000
Row of 5 sites: mean dimer-covered sites 2.002116, increment from 4 sites 0.459259
Row of 8 sites: mean dimer-covered sites 3.388245, increment from 7 sites 0.461927
Largest error of P_n formula against 12-site ring: 1.8e-08
Simulation, 100000 sites: dimer share 0.4618 +- 0.0017
Pure-dimer-like limit k2/k1 = 1000: dimer share 0.8639
-- Example: trimethylaluminium on hydroxyl rows of Si(100) --
Inputs: pressure 0.1 Torr, temperature 473 K, pulse 0.1 s
Inputs: reaction probability 1e-03, molar mass 72.09 g/mol
Silicon lattice parameter 0.543 nm, site spacing 0.384 nm
Area per site 0.2948 nm2, site density 3.39 per nm2
Impingement flux: 1.902e+05 per nm2 per s
Rate per site and per bond k: 56.1 per s; k*pulse = 5.61
End of pulse: empty 0.00135, one-link 0.53673, two-link 0.46192
Saturated Al atoms: 0.7690 per site, 2.61 per nm2
Saturated methyl groups: 1.3071 per site, 4.43 per nm2
-- Neglected effects: share of sites under two-link species --
Thermal energy: 0.0408 eV; rate ratio for 0.05 eV: 3.41
Two-link barrier lower by 0.05 eV: 0.6874
Two-link barrier higher by 0.05 eV: 0.2185
One-link neighbours forbidden: two-link 0.5491, one-link 0.2746, empty 0.1763
  Al density in that limit: 1.86 per nm2
Hydroxyls on random sides, half the bonds usable: 0.2752
Row of 20 sites (7.7 nm): 0.4466
Later linking, attempt rate 1e+13 per s:
  barrier 1.2 eV: rate 1.64 per s, rate/k 0.0292, two-link 0.483 +- 0.002
  barrier 1.0 eV: rate 221 per s, rate/k 3.95, two-link 0.825 +- 0.001
\end{verbatim}
